# Isotropic Eliashberg equations and the low-frequency limit of Z, part 2

Electrons in a metal exchange phonons, which both pairs them and slows them. The question here is by how much an electron is slowed at low frequency, in the normal and the superconducting state. Units have $\hbar=k_B=1$, $T$ is the temperature, and Coulomb repulsion is left out.

The band energy $\xi_{\mathbf k}$ is measured from the chemical potential, $N$ is the number of unit cells, and $N_F$ is the density of states per spin and cell. An electron scatters from $\mathbf k'$ to $\mathbf k$ with matrix element $g_j(\mathbf k,\mathbf k')$ and a phonon of branch $j$, wave vector $\mathbf q=\mathbf k-\mathbf k'$ and energy $\omega_{\mathbf qj}$. The averaged coupling is

$$
\alpha^2F(\Omega)=\frac1{N_FN^2}\sum_{\mathbf k\mathbf k'j}|g_j(\mathbf k,\mathbf k')|^2
\delta(\xi_{\mathbf k})\,\delta(\xi_{\mathbf k'})\,\delta(\Omega-\omega_{\mathbf qj}).
$$

The Green function $G$ is a $2\times2$ matrix in electron-hole space, with unit matrix $\tau_0$ and Pauli matrices $\tau_1,\tau_3$; $G_{11}$ is its electron part. The self-energy is $\Sigma=i\omega_n(1-Z_n)\tau_0+\chi_n\tau_3+\phi_n\tau_1$, with pairing field $\phi_n=Z_n\Delta_n$ and level shift $\chi_n$, which is zero for a symmetric band. It obeys the matrix equation

$$
\Sigma(i\omega_n)=-T\sum_m\lambda(n-m)\int d\xi\,
\frac{i\omega_mZ_m\tau_0+(\xi+\chi_m)\tau_3-\phi_m\tau_1}{\omega_m^2Z_m^2+(\xi+\chi_m)^2+\phi_m^2}.
$$

With $E_m=\sqrt{\omega_m^2Z_m^2+\phi_m^2}$, an infinitely wide band gives

$$
\int_{-\infty}^{\infty}\frac{d\xi}{\xi^2+E_m^2}=\frac{\pi}{E_m}.
$$

Eliminating $Z_n$ leaves the gap equation

$$
\Delta_n=\pi T\sum_m\frac{\lambda(n-m)}{\sqrt{\omega_m^2+\Delta_m^2}}
\left(\Delta_m-\frac{\omega_m}{\omega_n}\Delta_n\right).
$$

The "paired level" entry in the final list of values compares the second-order self-energy, phonon exchange plus static shift, with the exact one for a single paired level coupled to one oscillator, with $g$ one hundredth of the oscillator energy.

## The renormalization Z at low frequency

The symbols needed from the first half are these. Fermionic frequencies are $\omega_n=(2n+1)\pi T$ and bosonic ones are $\nu_l=2\pi Tl$. The function $\alpha^2F(\Omega)$ is the Fermi-surface average of the squared electron-phonon coupling, sorted by phonon energy. From it follows $\lambda(l)=\int d\Omega\,2\Omega\,\alpha^2F/(\Omega^2+\nu_l^2)$, with $\lambda=\lambda(0)$; as a function of a continuous frequency it is written $\lambda(\nu)$. The factor $Z_n$ rescales the frequency in the Green function, and $\Delta_n$ is the gap function. They obey

$$
Z_n=1+\frac{\pi T}{\omega_n}\sum_m\lambda(n-m)s_m,\qquad
Z_n\Delta_n=\pi T\sum_m\lambda(n-m)\frac{\Delta_m}{\sqrt{\omega_m^2+\Delta_m^2}},\qquad
s_m=\frac{\omega_m}{\sqrt{\omega_m^2+\Delta_m^2}} .
$$

In the normal state $\Delta_m=0$, and $s_m$ is the sign of $\omega_m$. Since $\pi T/\omega_n=1/(2n+1)$, the sum can be done by counting. Take $n\ge0$ and set $l=n-m$. Terms with $m\ge0$ have $l\le n$ and a plus sign, and terms with $m<0$ have $l\ge n+1$ and a minus sign. Because $\lambda(l)$ is even, the positive terms with $l\le-n-1$ cancel all the negative ones. What survives is $-n\le l\le n$:

$$
Z_n=1+\frac1{2n+1}\sum_{l=-n}^{n}\lambda(l)
=1+\frac{\lambda+2\sum_{l=1}^{n}\lambda(l)}{2n+1}.
$$

The separate sums converge because $\lambda(l)$ falls as $1/l^2$ at large $l$. For $n=0$ this gives $Z_0=1+\lambda$ at every temperature, for a given $\alpha^2F$ and an infinitely wide band; a band of finite width lowers $Z_0$ below this value. At $T>0$ this is a value at the frequency $\pi T$, not a limit of zero frequency.

The limit is reached by lowering $T$ at fixed $\omega=\omega_n$. The points $\nu_l$ are spaced by $2\pi T$, so $2\pi T\sum_l$ becomes an integral, and its end $2\pi Tn=\omega-\pi T$ moves to $\omega$:

$$
Z(i\omega)=1+\frac1{2\omega}\int_{-\omega}^{\omega}\lambda(\nu)\,d\nu
=1+\frac1\omega\int_0^\omega\lambda(\nu)\,d\nu .
$$

Thus $Z-1$ is the mean of $\lambda(\nu)$ between zero and $\omega$. When $\omega$ tends to zero the mean tends to $\lambda(0)$, so $Z\to1+\lambda$. The argument requires $\lambda(\nu)$ to be finite and continuous at $\nu=0$, that is, a convergent $\int d\Omega\,\alpha^2F/\Omega$. Too much weight at very soft phonons would spoil it. In the opposite limit, $\int_0^\infty d\nu\,2\Omega/(\Omega^2+\nu^2)=\pi$ gives $Z-1\approx(\pi/\omega)\int d\Omega\,\alpha^2F$, which vanishes: the ions do not follow a fast disturbance.

The meaning of the limit is seen in the electron part of the Green function at small $\omega$:

$$
G_{11}^{-1}\approx i\omega(1+\lambda)-\xi=(1+\lambda)\left(i\omega-\frac{\xi}{1+\lambda}\right).
$$

To read off an excitation energy, $i\omega$ must be continued to a complex energy $z$. The normal self-energy at $T=0$ is $i\omega(1-Z)=-i\int_0^\omega\lambda(\nu)d\nu=-2i\int d\Omega\,\alpha^2F\arctan(\omega/\Omega)$. Putting $\omega=-iz$ turns it into $-2\int d\Omega\,\alpha^2F\,\mathrm{artanh}(z/\Omega)$. For $|z|$ well below the phonon energies that carry the weight of $\lambda$, this is $-\lambda z$. The excitation then lies at $\xi/(1+\lambda)$ with weight $1/(1+\lambda)$. Close to the Fermi energy the band is flatter by the factor $1+\lambda$, and the electron is heavier by the same factor.

A gap changes the result. For $n=0$ the prefactor $\pi T/\omega_0$ is one. In the terms with negative index write $m=-m'-1$, with $m'\ge0$. Since $s_m$ is odd in frequency, they contribute $-\lambda(m'+1)s_{m'}$, and

$$
Z_0-1=\sum_{m\ge0}\left[\lambda(m)-\lambda(m+1)\right]s_m .
$$

Every bracket is positive, because $\lambda(l)$ decreases as $|l|$ grows. With $s_m=1$ the brackets telescope to $\lambda$. For a nonzero gap function $s_m\le1$, with $s_m<1$ wherever $\Delta_m\neq0$, so

$$
1+\lambda-Z_0=\sum_{m\ge0}\left[\lambda(m)-\lambda(m+1)\right](1-s_m)>0 .
$$

In the superconducting state, then, $Z_0$ lies below $1+\lambda$. The statement that $Z$ tends to $1+\lambda$ belongs to the normal state.

At $T=0$ the low-frequency limit can be found in the same state. There $\pi T\sum_m$ becomes $\frac12\int d\omega'$, and

$$
Z(i\omega)-1=\frac1{2\omega}\int_{-\infty}^{\infty}d\omega'\,\lambda(\omega-\omega')s(\omega').
$$

At $\omega=0$ the integral vanishes, because $\lambda$ is even and $s$ is odd. Its ratio to $\omega$ therefore tends to its derivative, $\int d\omega'\lambda'(-\omega')s(\omega')=-\int d\omega'\lambda'(\omega')s(\omega')$. The integrand is even, so half of this is the integral over positive frequencies:

$$
Z(0)=1-\int_0^\infty d\nu\,\lambda'(\nu)\frac{\nu}{\sqrt{\nu^2+\Delta(\nu)^2}} .
$$

If $\Delta$ vanishes the integral is $\lambda(0)$ and the normal result returns. If $\Delta$ is small compared with the phonon energies, split the reduction $1+\lambda-Z(0)=-\int_0^\infty d\nu\,\lambda'(\nu)[1-s(\nu)]$ at a frequency $\nu_1$ that is large compared with $\Delta$ and small compared with the phonon energies. Below $\nu_1$, $1-s\le1$ bounds the contribution by $\lambda-\lambda(\nu_1)$, which is small because $\lambda(\nu)$ has hardly changed there. Above $\nu_1$, $1-s\le\Delta_{\max}^2/2\nu_1^2$, with $\Delta_{\max}$ the largest $|\Delta(\nu)|$, bounds it by $\lambda\Delta_{\max}^2/2\nu_1^2$, which is small as well. The reduction is then small, and $1+\lambda$ is a good approximation in the superconductor too.

A model in which $\alpha^2F$ can be worked out gives these statements numbers. Take a spherical Fermi surface of radius $k_F$, one phonon branch $\omega_q=cq$, and $|g|^2=Cq$, without umklapp processes. The linear law follows if the electrons feel the strain: the squared strain of one phonon goes as $q^2/\omega_q$, hence as $q$. Two points on the sphere separated by an angle $\theta$ have $q^2=2k_F^2(1-\cos\theta)$, so $d\cos\theta=-q\,dq/k_F^2$. The average over directions, $\frac12\int d\cos\theta$, becomes $\int_0^{2k_F}q\,dq/(2k_F^2)$, and

$$
\alpha^2F(\Omega)=N_F\int_0^{2k_F}\frac{q\,dq}{2k_F^2}\,Cq\,\delta(\Omega-cq)
=\frac{N_FC\,\Omega^2}{2k_F^2c^3}
=\frac{2N_FC}{c}\left(\frac{\Omega}{\Omega_D}\right)^2,\qquad \Omega_D=2k_Fc ,
$$

for $\Omega<\Omega_D$, and zero above. Since $2\int_0^{\Omega_D}\Omega\,d\Omega/\Omega_D^2=1$, the prefactor is $\lambda$ itself. The chosen parameters, in Rydberg atomic units, are $k_F=0.5$ bohr$^{-1}$, $c=0.002$ Ry bohr, $N_F=5$ per Ry, spin and cell, and $C=2\times10^{-4}$ Ry$^2$ bohr. They give

$$
\Omega_D=2(0.5)(0.002)=0.002\ \text{Ry},\qquad
\lambda=\frac{2(5)(2\times10^{-4})}{0.002}=1 .
$$

These parameters are chosen for illustration and do not describe a simple metal. Without umklapp the zone must hold a sphere of radius $2k_F$, so the cell volume $V$ is at most $6\pi^2/(2k_F)^3=59$ bohr$^3$ and the band holds at most $0.25$ electron per cell. A parabolic band has $N_F=Vk_Fm^*/4\pi^2$ in these units, with $m^*$ in electron masses, so $N_F=5$ requires $m^*\ge6.7$. Only $\lambda$ and $\Omega_D$ enter what follows, because the band has been taken as infinitely wide. The parameters themselves imply $E_F=k_F^2/m^*\le0.0375$ Ry, only about $19\,\Omega_D$. For a flat band of half-width $W=0.0375$ Ry, where $\pi/E_m$ is replaced by $2\arctan(W/E_m)/E_m$, the normal $Z_0$ at $T_c$ is $1.95$ instead of $2$, the superconducting $Z_0$ at low temperature drops by about the same $0.05$, and $T_c$ moves by less than one percent. The numbers below belong to the wide-band limit.

The frequency-dependent coupling follows from $\Omega^3/(\Omega^2+\nu^2)=\Omega-\nu^2\Omega/(\Omega^2+\nu^2)$:

$$
\lambda(\nu)=\frac{2\lambda}{\Omega_D^2}\int_0^{\Omega_D}\frac{\Omega^3\,d\Omega}{\Omega^2+\nu^2}
=\lambda\left[1-\frac{\nu^2}{\Omega_D^2}\ln\left(1+\frac{\Omega_D^2}{\nu^2}\right)\right].
$$

At $\nu=\Omega_D$ this is $1-\ln2=0.307$. The check obtains the same value from a direct double sum over points of the sphere.

The normal $Z$ at $T=0$ requires the mean of this function. With $x=\omega/\Omega_D$ and $y=\nu/\Omega_D$, and with $-2/[y(1+y^2)]$ as the derivative of $\ln(1+y^{-2})$, integration by parts gives

$$
\int_0^xy^2\ln(1+y^{-2})\,dy=\frac{x^3}3\ln(1+x^{-2})+\frac23\int_0^x\frac{y^2\,dy}{1+y^2}
=\frac{x^3}3\ln(1+x^{-2})+\frac23(x-\arctan x).
$$

Subtracting this from $x$ and dividing by $x$,

$$
Z=1+\lambda\left[\frac13+\frac{2\arctan x}{3x}-\frac{x^2}3\ln\left(1+\frac1{x^2}\right)\right].
$$

For $x=10,\,1,\,0.1,\,0.01$ the values are $1.100,\,1.626,\,1.982,\,1.9997$. The approach to $1+\lambda=2$ follows from $\arctan x\approx x-x^3/3$, which gives $Z\approx1+\lambda-\frac23\lambda x^2[\ln(1/x)+\frac13]$. At $x=0.1$ the correction is $0.00667\times2.636=0.0176$, in agreement with the full expression.

The transition temperature follows from the gap equation with $\Delta$ dropped under the square root. Fold the negative frequencies onto the positive ones and put $u_m=\Delta_m/(2m+1)$:

$$
\sum_{m\ge0}K_{nm}u_m=0,\qquad
K_{nm}=\lambda(n-m)+\lambda(n+m+1)-\delta_{nm}(2n+1)Z_n ,
$$

with the normal $Z_n$. At high temperature all $\lambda(l)$ with $l\ne0$ are small and $K$ is close to a diagonal matrix with entries $-(2n+1)$. On cooling, a solution first appears when the largest eigenvalue of $K$ reaches zero. In this model that happens at

$$
T_c=1.448\times10^{-4}\ \text{Ry}=22.9\ \text{K},\qquad T_c/\Omega_D=0.0724 .
$$

There $\lambda(1)=0.635$ and $\lambda(2)=0.344$. The normal values are $Z_0=2$, $Z_1=1+(1+1.270)/3=1.757$ and $Z_2=1+(1+1.270+0.688)/5=1.592$. The first diagonal element is $K_{00}=\lambda(1)-1=-0.365$. The lowest frequency alone would not produce pairing at this temperature; its coupling to the higher ones is needed.

Below $T_c$ the full equations are solved by iteration for $0\le n<N_c$. Frequencies beyond the cutoff $N_c$ are treated as normal. They add to $(2n+1)Z_n$ the amount

$$
\sum_{m\ge N_c}\left[\lambda(m-n)-\lambda(m+n+1)\right]=\sum_{l=N_c-n}^{N_c+n}\lambda(l),
$$

because all later terms cancel. Inserted into the original $2\times2$ matrix equation, with matrix inversion and $\xi$ integration done numerically, the solution at $0.05\,T_c$ leaves a residual of about $10^{-12}\,\Omega_D$ at the frequencies tested. At $1.03\,T_c$ the iteration runs to zero gap, and at $0.97\,T_c$ it does not.

At $T/T_c=0.97,\,0.50,\,0.05$ the results are $Z_0=1.992,\,1.922,\,1.920$ and $\Delta_0=0.92,\,2.87,\,2.99$ in units of $10^{-4}$ Ry. The last gap value is $4.07$ meV, or $2.06\,T_c$. It belongs to the first Matsubara frequency and is not the edge of the excitation spectrum, which would require continuation to real energies.

The size of the reduction can be traced at $0.97\,T_c$. There $\pi T=4.41\times10^{-4}$ Ry, so $\Delta_0/\pi T=0.208$ and $1-s_0=1-1/\sqrt{1+0.208^2}=0.021$. The closed form gives $\lambda(1)=0.647$ at this temperature. The first term of the sum for $1+\lambda-Z_0$ is then $0.353\times0.021=0.0074$, most of the full $0.0079$. At $0.05\,T_c$ the reduction has grown to $0.080$, which is 8 percent of $\lambda$. The zero-temperature integral, evaluated with the computed gap function, gives $Z(0)=1.920$, the same to this accuracy. In this model with $\lambda=1$, the superconducting $Z_0$ lies within about 4 percent of $1+\lambda$ at the three temperatures computed, but its low-frequency limit at $T=0$ is $1.920$, not $1+\lambda=2$.

## Values computed for the example and the checks

```
Fermi wave number k_F = 0.500 1/bohr
sound velocity c (hbar=1) = 0.0020 Ry bohr
density of states N_F = 5.00 per Ry, spin, cell
coupling slope C = 2.00e-04 Ry^2 bohr
phonon cutoff Omega_D = 0.00200 Ry
lambda = 1.0000 (pure number)
a2F at Omega_D/2 = 0.2500 (pure number)
paired level: relative deviation = 1.2e-04
nu/Omega_D=0.2: lambda surface sum=0.869676, closed=0.869676
nu/Omega_D=0.5: lambda surface sum=0.597641, closed=0.597641
nu/Omega_D=1.0: lambda surface sum=0.306853, closed=0.306853
nu/Omega_D=3.0: lambda surface sum=0.051755, closed=0.051755
T_c = 1.4483e-04 Ry = 22.87 K
T_c/Omega_D = 0.07241 (pure number)
lambda(l=0) at T_c = 1.00000
lambda(l=1) at T_c = 0.63500
lambda(l=2) at T_c = 0.34423
lambda(l=5) at T_c = 0.08573
normal Z_0 at T_c: long sum=2.00000, finite sum=2.00000
normal Z_1 at T_c: long sum=1.75667, finite sum=1.75667
normal Z_2 at T_c: long sum=1.59169, finite sum=1.59169
normal Z_5 at T_c: long sum=1.34374, finite sum=1.34374
normal Z_0 at 2 T_c, long sum = 2.00000
normal T=0, w/Omega_D=10.00: Z = 1.09973
normal T=0, w/Omega_D=1.00: Z = 1.62588
normal T=0, w/Omega_D=0.10: Z = 1.98241
normal T=0, w/Omega_D=0.01: Z = 1.99967
T/T_c=0.97: Z_0=1.99209, Delta_0=9.1647e-05 Ry
T/T_c=0.50: Z_0=1.92170, Delta_0=2.8693e-04 Ry
T/T_c=0.05: Z_0=1.91969, Delta_0=2.9901e-04 Ry
Delta_0 at 0.05 T_c = 4.068 meV
Delta_0(0.05 T_c)/T_c = 2.0646 (pure number)
Delta_0 at 1.03 T_c / Omega_D = 7.6e-11
superconducting Z(0) from T=0 integral = 1.91978
1 + lambda - Z_0 at 0.05 T_c = 0.08031
matrix equation residual / Omega_D = 1.1e-12
```
